# Weak-localization correction of a two-dimensional electron gas from coherent backscattering

**Q.** In a disordered two-dimensional electron gas, an electron scatters many times and picks up a random phase on every path. Why should any interference survive the average over disorder?

**A.** One pair of paths keeps its relative phase. Let an electron enter with wavevector \(\mathbf k\), visit scatterers at \(\mathbf r_1,\dots,\mathbf r_N\), and leave with \(\mathbf k'\). Its amplitude carries the factor \(e^{i\mathbf k\cdot\mathbf r_1-i\mathbf k'\cdot\mathbf r_N}\). The reversed path enters at \(\mathbf r_N\), leaves at \(\mathbf r_1\), and carries \(e^{i\mathbf k\cdot\mathbf r_N-i\mathbf k'\cdot\mathbf r_1}\). With time-reversal symmetry and no spin rotation, everything between the end points is equal for the two. Their phase difference is

\[
(\mathbf k+\mathbf k')\cdot(\mathbf r_1-\mathbf r_N).
\]

It vanishes at \(\mathbf k'=-\mathbf k\) for every arrangement of scatterers. There the pair contributes \(|A+A|^2=4|A|^2\), whereas without interference it contributes \(2|A|^2\). Return to \(-\mathbf k\) after multiple scattering is doubled. A path with a single scatterer is its own reverse and gains nothing.

**Q.** That treats pairs one at a time. Does the doubling survive in a full solution of the wave equation?

**A.** Nearly the full factor appears in a small numerical case. I diagonalized a periodic \(16\times16\) lattice with hopping of magnitude 1 and site energies uniform in \([-1.5,1.5]\). Plane waves evolved for times from 20 to 130 (in \(\hbar\)/hopping), long after the initial direction was lost. Over 80 samples, the probability of reaching \(-\mathbf k\) was 1.90 times that of reaching other wavevectors equivalent by lattice symmetry. I have not separated sampling noise from finite-size effects in the missing 5 %. With random hopping phases, uniform within \(\pm0.8\) rad, which break time-reversal symmetry, the ratio was 1.00.

**Q.** A doubled probability is not yet a conductivity. Where do you start, and what fixes the prefactor?

**A.** With the Kubo formula at low temperature, to leading order in \(1/(k_Fl)\). I assume one parabolic valley, spin degeneracy 2, and static white-noise disorder, \(\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r')\). Let \(N_0=m/(2\pi\hbar^2)\) be the density of states per spin, \(\xi\) the energy from the Fermi level, \(\tau\) the elastic time, \(l=v_F\tau\), and

\[
G^{R,A}_{\mathbf k}=\frac1{-\xi\pm ia},\qquad a=\frac{\hbar}{2\tau}=\pi N_0\gamma .
\]

The last equality is the golden rule. For area \(\mathcal A\),

\[
\sigma=\frac{e^2\hbar}{\pi\mathcal A}\,\big\langle\mathrm{Tr}\,v_xG^Rv_xG^A\big\rangle .
\]

Terms with two retarded or two advanced functions are dropped here. They contain no \(\ln\tau_\phi\), but they cancel a piece of the bubble, of order \(e^2/(2\pi^2\hbar)\), that depends on the band cutoff. Without interference, isotropic scattering leaves the single bubble. Using \(\langle v_x^2\rangle=v_F^2/2\) and \(\int d\xi/(\xi^2+a^2)=\pi/a\),

\[
\sigma_0=\frac{e^2\hbar}{\pi}N_0\frac{v_F^2}{2}\frac{\pi}{a}=e^2N_0v_F^2\tau=\frac{ne^2\tau}{m},
\]

because \(n=2N_0E_F=N_0mv_F^2\). This is the Drude value, so the prefactor is right. Equivalently, \(\sigma_0=(e^2/h)k_Fl\).

**Q.** How do the reversed pairs enter this formula?

**A.** The retarded line follows the path, and the advanced line visits the same scatterers in the opposite order. Averaging over scatterer positions then conserves the sum of the two wavevectors, \(\mathbf q=\mathbf k+\mathbf k'\). Between scatterers, each flight gives \(P=\gamma\int\frac{d^2k}{(2\pi)^2}G^R_{\mathbf k}G^A_{\mathbf q-\mathbf k}\).

For \(q\ll k_F\), \(\xi_{\mathbf q-\mathbf k}=\xi-x\), where \(x=\hbar v_Fq\cos\theta=2aQ\cos\theta\) and \(Q=ql\). Closing the contour around \(\xi=ia\),

\[
\int\frac{d\xi}{(\xi-ia)(\xi-x+ia)}=\frac{2\pi i}{2ia-x}=\frac{\pi}{a}\,\frac1{1+iQ\cos\theta}.
\]

Since \(\gamma N_0\pi/a=1\), \(P\) is the angular average of \(1/(1+iQ\cos\theta)\). The imaginary part is odd in \(\cos\theta\) and drops out. With \(t=\tan\theta\),

\[
P=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{1+Q^2\cos^2\theta}=\frac{2}{\pi}\int_0^\infty\frac{dt}{1+Q^2+t^2}=\frac1{\sqrt{1+Q^2}} .
\]

**Q.** At \(Q=0\) this gives \(P=1\), so a sum over path lengths diverges. What stops it?

**A.** Loss of phase coherence. Suppose the pair keeps its relative phase for time \(s\) with weight \(e^{-s/\tau_\phi}\). Flight times are distributed as \(e^{-s/\tau}/\tau\), so

\[
P=\left\langle\int_0^\infty\frac{ds}{\tau}\,e^{-s/\tau-s/\tau_\phi-isv_Fq\cos\theta}\right\rangle=\left\langle\frac1{b+iQ\cos\theta}\right\rangle=\frac1{\sqrt{b^2+Q^2}},\qquad b=1+\frac{\tau}{\tau_\phi}.
\]

A sequence of \(N\) scatterers has \(N-1\) internal flights and contributes \(\gamma P^{N-1}\). A single scatterer is its own reverse and is already counted, so the sum starts at \(N=2\):

\[
\gamma(P+P^2+\dots)=\frac{\gamma P}{1-P}.
\]

**Q.** Where does the sign come from? More scattering events could seem to mean more diffusion.

**A.** From the velocities at the two current vertices. They are \(v_x(\mathbf k)\) and \(v_x(\mathbf q-\mathbf k)\approx-v_x(\mathbf k)\): the extra probability sends the electron backwards. Joining the series to the vertices requires

\[
H=\int\!\frac{d^2k}{(2\pi)^2}\,v_x(\mathbf k)v_x(\mathbf q-\mathbf k)\,|G_{\mathbf k}|^2|G_{\mathbf q-\mathbf k}|^2 .
\]

The energy integral is a convolution of two Lorentzians of half-width \(a\), which is a Lorentzian of half-width \(2a\):

\[
\int\!\frac{d\xi}{(\xi^2+a^2)[(\xi-x)^2+a^2]}=\frac{2\pi}{a(x^2+4a^2)}=\frac{\pi}{2a^3}\frac1{1+Q^2\cos^2\theta}.
\]

Averaging over the direction of \(\mathbf q\) replaces \(v_x^2\) by \(v_F^2/2\). The remaining angular average is again \(P\), so

\[
H=-hP,\qquad h=\frac{\pi N_0v_F^2}{4a^3}.
\]

This \(P\) is the flight that closes the loop. I give it the same dephasing factor as the others; that choice matters only at relative order \(\tau/\tau_\phi\). Now \(h\gamma=v_F^2/(4a^2)=l^2/\hbar^2\), and therefore

\[
\delta\sigma_{\rm b}=-\frac{e^2l^2}{\pi\hbar}\int\!\frac{d^2q}{(2\pi)^2}\frac{P^2}{1-P}=-\frac{e^2}{2\pi^2\hbar}\int Q\,dQ\,\frac{P^2}{1-P}.
\]

**Q.** Show me what this gives when many collisions fit into \(\tau_\phi\).

**A.** Then small \(Q\) matters. With \(D=v_F^2\tau/2\),

\[
1-P\simeq\frac{\tau}{\tau_\phi}+\frac{Q^2}{2}=\tau\Big(Dq^2+\frac1{\tau_\phi}\Big).
\]

Setting the numerator \(P^2\) to 1 and using \(l^2/\tau=2D\),

\[
\delta\sigma\simeq-\frac{2e^2D}{\pi\hbar}\int\!\frac{d^2q}{(2\pi)^2}\frac1{Dq^2+1/\tau_\phi}.
\]

Diffusion has no meaning for times shorter than \(\tau\), so I stop at \(Dq^2=1/\tau\). The integral is

\[
\frac1{2\pi}\int_0^{1/\sqrt{D\tau}}\frac{q\,dq}{Dq^2+1/\tau_\phi}=\frac1{4\pi D}\ln\Big(1+\frac{\tau_\phi}{\tau}\Big),
\]

which gives

\[
\delta\sigma\simeq-\frac{e^2}{2\pi^2\hbar}\ln\Big(1+\frac{\tau_\phi}{\tau}\Big).
\]

In the time domain, the density of return to the starting point is \(1/(4\pi Dt)\). Its integral from about \(\tau\) to about \(\tau_\phi\) is the logarithm: each factor of \(e\) in time adds the same amount.

**Q.** You chose the cutoff by hand. Perhaps the logarithm is an artefact of it.

**A.** The integral can be done without a cutoff for loops of three or more flights. Expand \(P^2/(1-P)=\sum_{N\ge2}P^N\). For \(N\ge3\),

\[
\int_0^\infty\frac{Q\,dQ}{(b^2+Q^2)^{N/2}}=\frac{b^{2-N}}{N-2}.
\]

With \(j=N-2\), the sum is

\[
\sum_{j=1}^\infty\frac{b^{-j}}{j}=-\ln\Big(1-\frac1b\Big)=\ln\frac{b}{b-1}=\ln\Big(1+\frac{\tau_\phi}{\tau}\Big).
\]

For these loops the sharp cutoff happened to give the same expression.

**Q.** You left out \(N=2\), and that integral diverges at large \(Q\).

**A.** It does. The approximation \(q\ll k_F\) fails there, so the integral must end at some \(Q_m\) of order \(k_Fl\):

\[
\int_0^{Q_m}\frac{Q\,dQ}{b^2+Q^2}=\frac12\ln\Big(1+\frac{Q_m^2}{b^2}\Big)\simeq\ln Q_m-\ln b .
\]

Since \(\ln b\simeq\tau/\tau_\phi\), its dependence on \(\tau_\phi\) vanishes in the limit considered. What remains of this term is a constant of order \(\ln(k_Fl)\). A companion diagram, described next, cancels that logarithm.

**Q.** Are there other diagrams with the same diverging series \(1/(1-P)\)? They could change the coefficient.

**A.** There are two at this order, with one extra impurity line joining two retarded or two advanced propagators. The extra line lets the wavevectors \(\mathbf k_1\) and \(\mathbf k_2\) at the two currents differ, so each diagram factorizes into two vector integrals. In the retarded case, the component of each along \(\mathbf q\) is

\[
J=\int\!\frac{d^2k}{(2\pi)^2}\,v_F\cos\theta\;G^R_{\mathbf k}G^A_{\mathbf k}G^R_{\mathbf q-\mathbf k}.
\]

Closing the contour around \(\xi=-ia\),

\[
\int\frac{d\xi}{(\xi^2+a^2)(-\xi+x+ia)}=\frac{\pi}{a}\frac1{x+2ia}=\frac{\pi}{2a^2}\,\frac{-i}{1-iQ\cos\theta}.
\]

For the angular average, neglecting dephasing,

\[
\Big\langle\frac{\cos\theta}{1-iQ\cos\theta}\Big\rangle=\frac1{iQ}\Big\langle\frac1{1-iQ\cos\theta}-1\Big\rangle=\frac{i(1-P)}{Q},
\]

so \(J=N_0v_F\dfrac{\pi}{2a^2}\dfrac{1-P}{Q}\). The \(x\) components bring a factor \(\tfrac12\) after averaging over the direction of \(\mathbf q\), and the two diagrams bring a factor 2. Together they add

\[
\gamma J^2=+h\,\frac{(1-P)^2}{Q^2}
\]

to \(H\). At small \(Q\) this is \(hQ^2/4\), which cancels the divergence of \(1/(1-P)\). The coefficient of the logarithm is unchanged. For \(\tau_\phi\gg\tau\), the remaining integral is, with \(w=\sqrt{1+Q^2}=1/P\),

\[
\int_0^\infty\!\frac{dQ}{Q}P(1-P)=\int_1^\infty\!\frac{dw}{w(w+1)}=\Big[\ln\frac{w}{w+1}\Big]_1^\infty=\ln2 .
\]

These diagrams therefore add \(+(e^2/2\pi^2\hbar)\ln2\) to the conductivity.

The extra line can also enclose a single scatterer: one line visits \(X,1,X\) while the other visits only \(1\). The factor \(P/(1-P)\) is then replaced by 1. This term is positive and grows as \(\ln Q_m\), just as the negative two-flight term does. Taken together, the two give

\[
-\int_0^\infty Q\,dQ\left[P^2-\frac{(1-P)^2}{Q^2}\right]=-\int_1^\infty\frac{2\,dw}{w(w+1)}=-2\ln2
\]

in units of \(e^2/(2\pi^2\hbar)\). The cutoff, taken at the same \(Q_m\) in both terms, drops out (an equal cutoff in scatterer distance would give 0 instead, so the constant is fixed at short distance), and no \(\ln(k_Fl)\) is left from this pair. These small-\(q\) forms alone could miss a constant from \(q\sim k_F\), but summing the two terms numerically over scatterer distance, with the full disorder-averaged Green functions, also approaches \(-2\ln2=-1.39\) for \(k_Fl\gg1\); it is \(-1.34\) at \(k_Fl\approx21\).

**Q.** Then what precisely has been established?

**A.** For \(k_Fl\gg1\) and \(\tau_\phi\gg\tau\), to leading order,

\[
\boxed{\;\delta\sigma=-\frac{e^2}{2\pi^2\hbar}\Big[\ln\frac{\tau_\phi}{\tau}+C\Big]\;}
\]

where \(C\) is independent of \(\tau_\phi\). It contains \(-\ln2\) from the longer loops, \(+2\ln2\) from the two-flight term and its companion, and other short-distance processes that I have not calculated. The usual formula sets \(C=0\). A change of \(\tau_\phi\) at fixed disorder and density does not involve \(C\). If \(\tau_\phi\propto T^{-p}\),

\[
\sigma(T_2)-\sigma(T_1)=p\,\frac{e^2}{2\pi^2\hbar}\ln\frac{T_2}{T_1}.
\]

**Q.** When does it fail?

**A.** One case is a sample between open contacts whose size \(L\) is smaller than \(L_\phi=\sqrt{D\tau_\phi}\). Pairs then leave through the contacts after a time of order \(L^2/D\), which replaces \(\tau_\phi\). Since \(D\tau=l^2/2\), the leading term becomes \(-(e^2/\pi^2\hbar)\ln(L/l)\), again with an additive constant. This is an average over many samples. The conductance of a single one fluctuates by an amount of order \(e^2/h\), which can be comparable with the correction.

Another case is a large correction. Dividing by \(\sigma_0=(e^2/h)k_Fl\),

\[
\frac{\delta\sigma}{\sigma_0}\simeq-\frac{\ln(\tau_\phi/\tau)}{\pi k_Fl}.
\]

When the logarithm approaches \(\pi k_Fl\), a first correction is no longer enough.

**Q.** Put in numbers for a transistor channel.

**A.** Take round values meant to resemble the modulation-doped channel of a wide-gap oxide transistor: sheet density \(5\times10^{12}\) cm⁻², mobility 1000 cm²/Vs, and mass \(0.28\,m_e\), all held fixed with temperature. Then

- \(\tau=\mu m/e=0.159\) ps and \(k_F=\sqrt{2\pi n}=0.56\) nm⁻¹;
- \(l=\hbar k_F\tau/m=36.9\) nm, so \(k_Fl=20.7\);
- \(D=l^2/(2\tau)=42.7\) cm²/s and \(\sigma_0=ne\mu=801\) µS.

The phase-coherence time is an outside input. I use the standard leading estimate for electron-electron collisions with small energy transfer,

\[
\frac1{\tau_\phi}=\frac{k_BT}{\hbar}\,\frac{\ln(k_Fl/2)}{k_Fl}.
\]

At 2 K it gives \(\tau_\phi=34\) ps, \(\tau_\phi/\tau=212\) and \(L_\phi=380\) nm. With \(e^2/(2\pi^2\hbar)=12.33\) µS and \(C=0\),

\[
\delta\sigma=-12.33\ \text{µS}\times\ln(213.4)=-66\ \text{µS},
\]

or −8.3 % of the Drude value. At 4 K and 8 K the same steps give −58 and −49 µS. The rise from 2 to 8 K is 17 µS, in agreement with \(12.33\ln4\) µS. Collisions with large energy transfer are left out. Their rate grows roughly as \(T^2\); by a rough estimate they would add 25 to 45 % to the dephasing rate at 8 K and 2 to 3 µS to the rise.

**Q.** How much of the −66 µS would you defend?

**A.** The rise is firmer than the absolute value. The parts of \(C\) calculated above add up to \(\ln2\) and shift \(\delta\sigma\) by −8.5 µS. At \(k_Fl\approx21\) the two-flight pair has not quite reached its limit, and the shift is nearer −8 µS. The parts not calculated could be of similar size. All are independent of temperature here.

**Q.** And would a real channel show that rise?

**A.** Not by itself. The inputs are rough values for the device class, not data from one device. One large omission at 2 K, which also depends on temperature, is the electron-electron interaction correction to the conductivity. Its standard exchange estimate, \((e^2/2\pi^2\hbar)\ln(k_BT\tau/\hbar)\), is −39 µS. This logarithm adds another 17 µS to the rise from 2 to 8 K. At 8 K, \(k_BT\tau/\hbar\) is already 0.17, and the exchange correction also has a term roughly linear in \(T\tau\); for white-noise disorder it brings the exchange rise to about 24 µS. The Hartree part, not included here, has the opposite sign and may cancel half of this or more. A zero-field temperature sweep therefore cannot identify weak localization. Real channels also have remote charges that scatter mainly through small angles, contrary to the white-noise assumption. If this changes the short-time cutoff by a factor of \(e\), \(\delta\sigma\) moves by 12.3 µS, but the temperature slope at given \(D\) and \(\tau_\phi\) does not.

**Q.** Can a magnetic field separate the two corrections, and is spin-orbit coupling really negligible?

**A.** A perpendicular field \(B\) gives reversed loops of area \(S\) a relative phase \(2eBS/\hbar\), which suppresses their interference. The scale is \(B_\phi=\hbar/(4eL_\phi^2)=1.1\) mT at 2 K. To leading order, the exchange correction lacks this orbital sensitivity, so a sweep over a few mT can separate them. A stray field of 0.05 mT gives a phase \(B/(2B_\phi)\approx0.02\) for area \(L_\phi^2\), which is negligible.

For spin, I assume a Rashba coupling \(\alpha=0.1\) meV nm. The D'yakonov–Perel' estimate \(1/\tau_s=\Omega^2\tau/2\), with \(\hbar\Omega=2\alpha k_F\), gives \(\tau_s=433\) ps, well above \(\tau_\phi\). Three of the four spin states of the reversed pair relax, at rates \(1/\tau_s\), \(1/\tau_s\) and \(2/\tau_s\). If these rates are simply added to \(Dq^2+1/\tau_\phi\), the shift is

\[
\frac{e^2}{2\pi^2\hbar}\,\frac12\Big[2\ln\Big(1+\frac{\tau_\phi}{\tau_s}\Big)+\ln\Big(1+\frac{2\tau_\phi}{\tau_s}\Big)\Big]=+1.8\ \text{µS}.
\]

This overestimates the effect, because Rashba coupling also adds a term linear in \(\mathbf q\). The full form is \(D(\mathbf q-\mathbf A)^2\), where \(\mathbf A\) is a spin matrix proportional to \(\alpha\). With \(u=Dq^2\) and \(g=1/\tau_\phi\), the terms of second order in \(\mathbf A\) are proportional to

\[
\int_0^\infty du\left[-\frac1{(u+g)^2}+\frac{2u}{(u+g)^3}\right]=-\frac1g+\frac1g=0 .
\]

The shift therefore cancels at first order in \(\tau_\phi/\tau_s\), and spin-orbit coupling is negligible here. A channel with much stronger coupling would need a different formula.

**Q.** Does any of this matter for the transistor in operation?

**A.** This model gives no basis for using the logarithm there. The mobility was held at a low-temperature value, whereas at 300 K optical phonons usually dominate the scattering in such oxides and lower it well below 1000 cm²/Vs. Those collisions are inelastic and destroy phase coherence, so \(\tau_\phi\) is not much longer than \(\tau\) and there is no large logarithm. The measuring field must also be small. At 2 K, an electron gains \(k_BT\) over \(L_\phi\) in a field of 4.5 V/cm, but the field must stay far below this value: collisions among electrons do not cool them, and phonons remove heat only slowly at such temperatures. The result serves low-temperature, low-field measurement of \(\tau_\phi\), not the prediction of on-resistance.
